# Counting gap states by block elimination, inertia and bisection

## A two-site chain

Take two sites at energy zero, joined by a bond of strength one. The Hamiltonian and its shifted form are

$$H=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad H-E=\begin{pmatrix}-E&1\\1&-E\end{pmatrix}.$$

For $E\neq0$ complete the square in the quadratic form of $H-E$, with real $x_1,x_2$:

$$-Ex_1^2+2x_1x_2-Ex_2^2=s_1\Big(x_1+\frac{x_2}{s_1}\Big)^2+s_2x_2^2,$$

$$s_1=-E,\qquad s_2=-E-\frac1{s_1}=\frac{1-E^2}{E}.$$

The square produces an extra $x_2^2/s_1$, which $s_2$ takes away again. The signs of $s_1,s_2$ are $(+,+)$ for $E<-1$, $(+,-)$ for $-1<E<0$, $(-,+)$ for $0<E<1$ and $(-,-)$ for $E>1$. The number of minus signs is 0, 1, 1, 2. This is the number of eigenvalues below $E$, since the levels are $\pm1$.

At $E=0$ the first pivot $s_1$ vanishes and the elimination stops, although zero is not a level of $H$. It is the level of the first site alone. Both the count and this fault carry over to matrices.

## Inertia and its additivity

The inertia of a Hermitian matrix $K$ is the triple $(n_+,n_-,n_0)$ of its numbers of positive, negative and zero eigenvalues. Two facts are needed.

**Sylvester's law.** If $X$ is invertible, $K'=X^\dagger KX$ has the inertia of $K$. To see this, let $K$ have dimension $n$ and let $V$ be spanned by the eigenvectors of $K'$ with negative eigenvalues. For nonzero $y\in V$,

$$(Xy)^\dagger K(Xy)=y^\dagger K'y<0.$$

The space $XV$ has dimension $n_-(K')$ because $X$ is invertible. It meets the span of the non-negative eigenvectors of $K$, of dimension $n-n_-(K)$, only in zero. Two subspaces with this property have dimensions that add up to at most $n$, so $n_-(K')\le n_-(K)$. Exchanging $K$ and $K'$, with $X^{-1}$ for $X$, gives the reverse inequality. The same argument for $-K$ fixes $n_+$, and $n_0$ is what remains.

The proof also shows that a subspace on which the form of $K$ is negative has dimension at most $n_-(K)$. This is used again below.

**Haynsworth's additivity.** Let $P$ be invertible in

$$K=\begin{pmatrix}P&C\\C^\dagger&D\end{pmatrix},\qquad X=\begin{pmatrix}1&-P^{-1}C\\0&1\end{pmatrix}.$$

Multiplying first from the right and then from the left,

$$KX=\begin{pmatrix}P&0\\C^\dagger&D-C^\dagger P^{-1}C\end{pmatrix},$$

$$X^\dagger KX=\begin{pmatrix}P&0\\0&K/P\end{pmatrix},\qquad K/P=D-C^\dagger P^{-1}C.$$

The lower left entry vanishes because $-C^\dagger P^{-1}P+C^\dagger=0$. The matrix $K/P$ is the Schur complement. By Sylvester's law the inertia of $K$ is the sum of those of $P$ and $K/P$. Nothing was assumed about $K/P$, which may be singular.

## The recursion

Let $H$ be Hermitian and block-tridiagonal, with diagonal blocks $A_1,\dots,A_M$, whose sizes may differ, and $B_i$ at position $(i,i+1)$. Apply the elimination to $K=H-E$ with $P=S_1=A_1-E$. The first block row couples to the second block alone, so $C=(B_1,0,\dots,0)$, and $C^\dagger P^{-1}C$ has the single nonzero block $B_1^\dagger S_1^{-1}B_1$ in the place of $A_2$. The Schur complement is again block-tridiagonal, with one block fewer. Repeating the step gives

$$S_{i+1}=A_{i+1}-E-B_i^\dagger S_i^{-1}B_i,\qquad N(E)=\sum_{i=1}^{M}n_-(S_i).$$

Here $N(E)$ is the number of levels strictly below $E$, with multiplicity. The condition is that $S_1,\dots,S_{M-1}$ are invertible. The last pivot may be singular, in which case $E$ is a level.

For blocks of size $n$ the cost is of order $Mn^3$ per energy, against $(Mn)^3$ for dense diagonalization. The small pivots are diagonalized to read their signs; the large matrix is not.

The pivots have a physical meaning. Let $H_i$ be the leading section made of blocks 1 to $i$, and solve $(H_i-E)x=(0,\dots,0,f)$. Elimination of the earlier blocks leaves the source $f$ unchanged, because they have no source of their own. The last equation becomes $S_ix_i=f$. Thus $S_i^{-1}$ is the last diagonal block of $(H_i-E)^{-1}$. If $H_i$ has levels $\varepsilon_m$ and normalized states whose parts on block $i$ are $\varphi_m$, then

$$S_i^{-1}=\sum_m\frac{\varphi_m\varphi_m^\dagger}{\varepsilon_m-E}. \tag{1}$$

The recursion is therefore energy-dependent downfolding: $S_i+E$ is the effective Hamiltonian of block $i$ after everything to its left has been removed.

## Bisection and singular pivots

Number the levels upward as $\lambda_1\le\lambda_2\le\dots$. Then $N(E)\ge k$ means $\lambda_k<E$. Start from $a<b$ with $N(a)<k\le N(b)$, so that $a\le\lambda_k<b$. Count at the midpoint; if the count is at least $k$, move $b$ there, otherwise move $a$. The bracket halves and the inequalities persist. The number of levels in $[a,b)$ is $N(b)-N(a)$, so a search over a gap knows in advance how many states it must find. A degenerate level makes the count jump by its multiplicity.

Since $\det(H_i-E)=\prod_{j\le i}\det S_j$, a first singular pivot $S_i$ means that $E$ is a level of the leading section $H_i$. There are finitely many such energies, and one can step around them by counting at $E-\eta$ and $E+\eta$. Equal counts prove that $[E-\eta,E+\eta)$ contains no level; unequal counts bracket one. For the two-site chain at $E=0$ with $\eta=10^{-6}$ both counts are 1.

## Rounding errors

In floating-point arithmetic the computed pivots, which we now call $S_i$, satisfy the recursion only approximately. Define the Hermitian defects

$$F_1=S_1-(A_1-E),$$

$$F_{i+1}=S_{i+1}-\left(A_{i+1}-E-B_i^\dagger S_i^{-1}B_i\right),$$

where the right-hand sides are meant without rounding. Moving $F_i$ to the side of $A_i$ shows that the computed $S_i$ are the exact pivots of $H+F-E$, with $F$ the block-diagonal matrix of the defects. The count thus belongs exactly to the neighbouring Hamiltonian $H+F$, provided the signs of the pivot eigenvalues are read correctly.

For a unit vector, $x^\dagger Fx$ lies between $-\|F\|$ and $\|F\|$, with $\|\cdot\|$ the spectral norm. By the min-max principle each ordered level then moves by at most $\|F\|$, which is Weyl's inequality. Let the final bracket be $[a,b)$, with defects $F_a$ and $F_b$. The count at $a$ is below $k$, so the $k$-th level of $H+F_a$ is at least $a$; the count at $b$ is at least $k$, so that of $H+F_b$ is below $b$. Hence

$$a-\|F_a\|\le\lambda_k<b+\|F_b\|. \tag{2}$$

Counts at other energies do not enter. A wrong count moves one end of the bracket past the level, and if all later counts are right, that end stays to the last. The defect and the signs must therefore be examined at both final ends.

The proviso about signs is separate. A standard eigenvalue routine has an absolute error of the order of $\epsilon\|S_i\|$, with $\epsilon=2^{-53}\approx1.1\times10^{-16}$. A pivot eigenvalue smaller than this has no reliable sign, and (2) is then not guaranteed.

The size of $F$ can be estimated. An error already present in the computed $S_i$ does not enter $F_{i+1}$, which is defined with that same $S_i$. What enters is the rounding in the linear solve, which acts like a change of $S_i$ by roughly $\epsilon\|S_i\|$ or less. Suppose $S_i$ is a matrix with entries of order one and one small eigenvalue $s$. A change of $s$ by $\epsilon$ alters the term $|B|^2/s$ of the next pivot by

$$\delta\left(\frac{|B|^2}{s}\right)\sim\frac{|B|^2\epsilon}{s^2}. \tag{3}$$

This is an estimate of order, not a bound. For a $1\times1$ pivot the solve is a single division with a relative error of order $\epsilon$, and the defect is only of order $|B|^2\epsilon/|s|$. In both cases the danger lies in nearly singular pivots. By (1) these occur when a leading section has a level whose distance from $E$ is small compared with its weight on the last block.

## A ladder with five gap states

Consider two Su–Schrieffer–Heeger legs of 40 cells. Each cell has sites $A$ and $B$ on each leg. On a leg, the bond inside a cell is $v=0.4$ and the bond from $B$ to the next $A$ is $w=1$. A rung $t=0.15$ joins equal sites of the two legs. The two left end sites have potential $u=0.1$, and an $A$ site on one leg in the middle has potential $U=2$. All energies are in units of $w$.

**The bulk gap.** Without the impurity the combinations (leg 1 $\pm$ leg 2)$/\sqrt2$ decouple. Each is a single chain with all site energies shifted by $\pm t$. Its Bloch levels are $\pm t$ plus either sign of $|v+we^{ik}|$, a modulus that runs from $w-v$ to $w+v$. The gap is therefore $|E|<w-v-t=0.45$, and it exists for $t<w-v$.

**How many states to expect.** Close the clean chain into a ring and write $H=H_{\rm ring}+K$, where $K$ has $p$ positive and $q$ negative eigenvalues. Take the states of $H$ below $E$ and keep the combinations orthogonal to the $q$ negative eigenvectors of $K$. At least $N(E)-q$ dimensions remain. There $x^\dagger Kx\ge0$, so $x^\dagger H_{\rm ring}x\le x^\dagger Hx<E\,x^\dagger x$, and hence $N_{\rm ring}(E)\ge N(E)-q$. Starting from the ring states below $E$ and removing the $p$ positive directions gives $N(E)\ge N_{\rm ring}(E)-p$ in the same way. Together,

$$N_{\rm ring}(E)-p\le N(E)\le N_{\rm ring}(E)+q .$$

On each leg, $K$ contains the removed bond and the end potential,

$$\begin{pmatrix}0&-w\\-w&u\end{pmatrix},$$

with determinant $-w^2$, hence one eigenvalue of each sign. The impurity adds one positive eigenvalue, so $p=3$ and $q=2$. The ring has Bloch levels only, with 80 of its 160 below the gap. Inside the gap $N(E)$ must lie between $80-3=77$ and $80+2=82$, which allows at most five gap states.

**The count.** Cut the chain through the weak bonds $v$. The first block holds the two left $A$ sites, the last the two right $B$ sites, and the 39 blocks between them hold four sites each. The window is the gap shortened by $10^{-6}$ at each end. The recursion gives 77 levels below its bottom and 82 below its top: the bound is reached, with five gap states. At $E=0$ the first and last pivots have one negative eigenvalue each and the others two, so $N(0)=1+39\times2+1=80$.

**Bisection.** For level 78 the first midpoints and counts are:

- $E=0.000000$: 80
- $E=-0.225000$: 78
- $E=-0.337499$: 77
- $E=-0.281249$: 78
- $E=-0.309374$: 77

The level therefore lies between $-0.309374$ and $-0.281249$. A window of width 0.9 needs 34 halvings to fall below $10^{-10}$, since $\log_2(0.9\times10^{10})\approx33.1$. The midpoints of the final brackets are:

- level 78: $-0.292906369$
- level 79: $-0.150000000$
- level 80: $-0.066135318$
- level 81: $0.150000000$
- level 82: $0.233864682$

## Where the levels come from

The values can be understood for a long chain, in which the ends and the impurity do not feel each other. In one leg combination put $x=E\mp t$. With amplitudes $a_j,b_j$ the bulk equations are

$$xa_j=vb_j+wb_{j-1},\qquad xb_j=va_j+wa_{j+1}.$$

**Right end.** Set $x=0$ and all $a_j=0$. The first equation gives $b_{j-1}=-(v/w)b_j$, a state that decays to the left for $v<w$. The last $B$ site has no further neighbour, so its equation holds too. The levels are $E=\pm t=\pm0.15$, which are levels 79 and 81. The last cell carries the fraction $1-(v/w)^2=0.84$ of the weight.

**Left end.** The first site obeys $xa_1=ua_1+vb_1$. This is the bulk equation if one defines $b_0$ by $wb_0=ua_1$. Insert $a_j=\lambda^{j-1}$ and $b_j=b\lambda^{j-1}$ with $|\lambda|<1$. Then $b_0=b/\lambda$ gives $b=u\lambda/w$, and the two bulk equations become

$$x=u\left(1+\frac{v\lambda}{w}\right),\qquad \frac{xu\lambda}{w}=v+w\lambda .$$

Insert the first into the second and multiply by $w$:

$$\frac{u^2v}{w}\lambda^2+(u^2-w^2)\lambda-vw=0 .$$

With numbers, $0.004\lambda^2-0.99\lambda-0.4=0$, whose decaying root is $\lambda=-0.403383$. The product of the roots is $-w^2/u^2=-100$, so the other root does not decay. Then $x=0.1\,(1-0.4\times0.403383)=0.083865$, and $E=\pm0.15+0.083865$ gives $-0.066135$ and $0.233865$, levels 80 and 82. For small $u$ one has $\lambda\to-v/w$ and $x\to u(1-v^2/w^2)$, the potential times the weight on the end site.

**Impurity.** Let $H_0$ be the infinite clean ladder and $s$ the impurity site. From $(E-H_0)\psi=U\psi_s|s\rangle$ follows

$$1=Ug(E),\qquad g(E)=\langle s|(E-H_0)^{-1}|s\rangle .$$

The site is an equal mixture of the two leg combinations, with $x_\pm=E\mp t$. For one of them the $A$ element of the Bloch resolvent is $x/(x^2-|v+we^{ik}|^2)$. Set $c=v^2+w^2-x^2$, which exceeds $2vw$ for $|x|<w-v$. The average over $k$ uses

$$\int_0^{2\pi}\frac{dk}{2\pi}\,\frac1{c+2vw\cos k}=\frac1{\sqrt{c^2-4v^2w^2}},$$

so that

$$g(E)=-\frac12\sum_\pm\frac{x_\pm}{\sqrt{(v^2+w^2-x_\pm^2)^2-4v^2w^2}} .$$

In the gap $dg/dE=-\langle s|(E-H_0)^{-2}|s\rangle<0$, and $g$ falls from $+\infty$ to $-\infty$. Each $U\ne0$ thus binds exactly one state in the gap. For $U\to0^+$ it sits at the lower gap edge, and for $U\to\infty$ it tends to $E=0$, where $g=0$. At $E=-0.292906$ the two terms of $-\sum_\pm$ are 0.8239 and 0.1761. Their half-sum is $0.5000=1/U$, so this is level 78.

## Reading the errors, and choosing the cuts

The defects at the final bracket ends were found by evaluating their definition in 50-digit arithmetic. The largest Frobenius norm of a block of $F$, an upper bound on the spectral norm of $F$, is at most $7.2\times10^{-14}$ for the five levels. At the same ends every pivot eigenvalue exceeds, in magnitude, $6\times10^{-11}$ of the largest one in its pivot. This is more than five orders of magnitude above $\epsilon$, so the signs can be read. By (2) the error of the energies is governed by the bracket: its width after 34 halvings is $5.2\times10^{-11}$, so a midpoint is off by at most about $2.6\times10^{-11}$.

The largest defect belongs to level 82. The next largest, $1.7\times10^{-14}$, belongs to level 80. At both levels the first pivot has a small eigenvalue, $u+t-E=0.016$ and $u-t-E=0.016$ respectively, but it is not the main source: the largest block of $F$ lies several blocks further into the chain. The first pivot alone therefore does not settle the size of the largest defect, which has to be evaluated block by block.

It may seem more natural to cut between the cells, through the strong bonds. Every leading section then ends as the full chain does, and a long one has its own end state at $E\approx t$. At a distance $d$ above level 81, the dominant term of (1) is $-\varphi\varphi^\dagger/d$ with $|\varphi|^2=0.84$. The pivot therefore has an eigenvalue of size $d/0.84=1.19\,d$, in section after section.

With weak cuts this does not happen. A $B$-type state at $x=0$ would need $wb_{j-1}=0$ at the last $A$ site of the section, which has lost its weak bond, and so it vanishes throughout. The following values compare the two choices, with level 81 taken from dense diagonalization.

- $d=10^{-4}$: strong cuts give a smallest pivot eigenvalue of $1.2\times10^{-4}$ and a defect norm of $2.1\times10^{-9}$; weak cuts give 0.10 and $8\times10^{-17}$.
- $d=10^{-7}$: strong cuts give $1.2\times10^{-7}$ and $1.3\times10^{-3}$; weak cuts give 0.10 and $1.4\times10^{-16}$.
- $d=10^{-10}$: strong cuts give $1.2\times10^{-10}$ and $1.5\times10^{3}$; weak cuts give 0.10 and $2.0\times10^{-16}$.

(The last pivot, which must become singular at a level, is left out of the smallest eigenvalue. The defect norms, here and above, are rounding errors: they change by up to a factor of about two when $E$ changes in its last digits, so only their order of magnitude is meaningful.) For strong cuts the defect grows by roughly $10^6$ when $d$ shrinks by $10^3$, the same inverse square as in (3). This is an observation and not a consequence of (3), because these pivots also have an eigenvalue of order $1/d$, so their entries are not all of order one. At $d=10^{-4}$ it is still far smaller than the distance to the level, so (2) protects the count. At $d=10^{-7}$ it is larger than $d$ by four orders, and the protection is gone.

Yet both choices return the correct count, 81, at all three distances. A large defect removes the guarantee, but it need not make the count wrong. At $d=10^{-10}$ the proviso about signs fails for strong cuts as well. A small eigenvalue $1.19\,d$ puts an eigenvalue of size $0.84/d$ into the next pivot, which has its own small eigenvalue, and the ratio $1.4\,d^2\approx10^{-20}$ is far below $\epsilon$. A likely reason, offered as a conjecture, is that the error lies mainly along the direction in which the next pivot is itself huge, where it cannot change a sign. A norm would not see this.

Weak cuts are not a cure for every chain. Their smallest pivot eigenvalue of 0.10 matches the end potential: at $E=t$ the first pivot has the eigenvalue $u+t-E=u$. For $u\to0$ it vanishes, because the isolated first block then has a level at $t$ itself. What matters is whether leading sections have levels whose distance from the sought energy is small compared with their weight at the cut. The defect norm, and the size of the smallest pivot eigenvalues relative to the rounding error of their pivots, both evaluated at the two ends of the final bracket, show whether the chosen cuts were good enough.
